# Band-filling correction and cell-size convergence for a shallow donor supercell: a program that tests the result

```python
"""Band-filling correction for a shallow donor in a periodic supercell.

Result under test:
    E_corr = E_raw - sum_k f_k * max(e_k - e_min, 0)
f_k   : electrons at mesh star k (k weight times occupation), sum = 1
e_k   : occupied conduction energy in the donor cell
e_min : host band minimum shifted by the electrostatic potential far
        from the donor (the host minimum itself is the energy zero)
Energies are relative to an isolated ionised donor plus an electron at the
host minimum. The model is an effective-mass electron with Hartree and local
exchange energies, both screened by the dielectric constant.
Internally lengths are in effective Bohr radii, energies in effective Hartree.
An independent radial calculation supplies the isolated neutral donor.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.sparse.linalg import eigsh
from scipy.special import erf

# Rough ZnO-like inputs and chosen donor width.
MASS, EPS, WIDTH_NM = 0.28, 8.5, 0.30
GAP_EV, EPS_ELECTRONIC, ATOMS_PER_NM3 = 3.4, 3.7, 84.0
GROWTH_K, ROOM_K = 900.0, 300.0
BOHR_M = (4*np.pi*const.epsilon_0*EPS*const.hbar**2
          / (MASS*const.m_e*const.e**2))
BOHR_NM = BOHR_M*1e9
HARTREE_MEV = const.hbar**2/(MASS*const.m_e*BOHR_M**2)/const.e*1e3
SIGMA = WIDTH_NM/BOHR_NM
CUTOFF = 5.0
EXCHANGE = (3/np.pi)**(1/3)

SHIFTED = [((0.25, 0.25, 0.25), 1.0)]
GAMMA = [((0.0, 0.0, 0.0), 1.0)]
CENTRED = [((0.0, 0.0, 0.0), 1/27), ((1/3, 0.0, 0.0), 6/27),
           ((1/3, 1/3, 0.0), 12/27), ((1/3, 1/3, 1/3), 8/27)]


def isolated_donor(sigma, mean_field=True, step=0.025, radius=25.0):
    """Radial finite-difference ground state; returns energy, r, density."""
    r = step*np.arange(1, int(radius/step))
    v_ion = -erf(r/(np.sqrt(2)*sigma))/r
    off = np.full(len(r)-1, -0.5/step**2)

    def hartree(p):
        outer = np.cumsum((p/r)[::-1])[::-1] - p/r
        return step*(np.cumsum(p)/r + outer)

    p = 4*r**2*np.exp(-2*r)
    p /= p.sum()*step
    for iteration in range(100):
        v = v_ion.copy()
        if mean_field:
            v += hartree(p) - EXCHANGE*(p/(4*np.pi*r**2))**(1/3)
        level, u = eigh_tridiagonal(1/step**2 + v, off, select='i',
                                    select_range=(0, 0))
        new = u[:, 0]**2/(np.sum(u[:, 0]**2)*step)
        change = np.sum(abs(new-p))*step
        if not mean_field or change < 1e-8:
            break
        p = p + 0.5*(new-p)
    assert not mean_field or change < 1e-6
    density = new/(4*np.pi*r**2)
    energy = level[0]
    if mean_field:
        energy += step*np.sum(new*(v_ion-v + 0.5*hartree(new)
                                  - 0.75*EXCHANGE*density**(1/3)))
    return energy, r, density


def donor_lattice(length, sigma):
    """Donor-background energy without self-energy, and far electron potential."""
    top = int(7/sigma*length/(2*np.pi)) + 1
    s = np.arange(-top, top+1)
    x, y, z = s[:, None, None], s[None, :, None], s[None, None, :]
    g2 = (2*np.pi/length)**2*(x*x + y*y + z*z)
    g2[top, top, top] = 1.0
    kernel = 4*np.pi/(length**3*g2)
    kernel[top, top, top] = 0.0
    sign = 1 - 2*((x+y+z) % 2)
    energy = 0.5*np.sum(kernel*np.exp(-g2*sigma**2))
    energy -= 1/(2*np.sqrt(np.pi)*sigma)
    far = -np.sum(kernel*np.exp(-g2*sigma**2/2)*sign)
    return energy, far


def cubic_average(a):
    """Average a periodic grid function over all cubic symmetry operations."""
    for axis in range(3):
        a = 0.5*(a + np.roll(np.flip(a, axis), 1, axis))
    orders = [(0, 1, 2), (0, 2, 1), (1, 0, 2), (1, 2, 0), (2, 0, 1), (2, 1, 0)]
    return sum(np.transpose(a, order) for order in orders)/6


def fill_mesh(levels, weights):
    """Put one electron in the lowest band, two spin states per k-point."""
    filled, left = np.zeros(len(levels)), 1.0
    for i in np.argsort(levels):
        filled[i] = min(left, 2*weights[i])
        left -= filled[i]
    assert abs(left) < 1e-12
    return filled


def solve_cell(length, mesh, fixed_filling=None):
    """Self-consistent plane-wave solution for one neutral donor cell."""
    volume, unit = length**3, 2*np.pi/length
    radius = max(CUTOFF/unit, 3.2)
    half = int(radius+0.5)
    n_grid = 4*half + 4
    points = n_grid**3
    m = np.rint(np.fft.fftfreq(n_grid, 1/n_grid)).astype(int)
    x, y, z = m[:, None, None], m[None, :, None], m[None, None, :]
    m2 = x*x + y*y + z*z
    g2 = unit**2*m2
    g2[0, 0, 0] = 1.0
    coulomb = 4*np.pi/g2
    coulomb[0, 0, 0] = 0.0
    v_ion = -coulomb*np.exp(-g2*SIGMA**2/2)/volume
    far_sign = 1 - 2*((x+y+z) % 2)

    s = np.arange(-half, half+1)
    all_g = np.array(np.meshgrid(s, s, s, indexing='ij')).reshape(3, -1).T
    bases = []
    for k, weight in mesh:
        q2 = np.sum((all_g+np.array(k))**2, axis=1)
        g = all_g[q2 <= radius**2]
        kinetic = 0.5*unit**2*q2[q2 <= radius**2]
        d = [(g[:, None, i]-g[None, :, i]) % n_grid for i in range(3)]
        index = (d[0]*n_grid+d[1])*n_grid+d[2]
        w = g % n_grid
        place = (w[:, 0]*n_grid+w[:, 1])*n_grid+w[:, 2]
        bases.append((kinetic, index, place))

    distance = np.sqrt(m2)*length/n_grid
    density = np.interp(distance, ISO_R, ISO_DENSITY)
    density /= density.mean()*volume
    guesses = [None]*len(mesh)
    weights = [item[1] for item in mesh]
    for iteration in range(80):
        n_g = np.fft.fftn(density).real/points
        v_x = np.fft.fftn(-EXCHANGE*np.cbrt(density)).real/points
        potential = (coulomb*n_g + v_ion + v_x).ravel()
        levels, second = [], []
        for i, (kinetic, index, place) in enumerate(bases):
            h = potential[index]
            h[np.diag_indices(len(kinetic))] += kinetic
            if len(kinetic) < 700:
                e, c = eigh(h, subset_by_index=[0, 1])
                second.append(e[1])
            else:
                e, c = eigsh(h, k=1, which='SA', v0=guesses[i], tol=1e-8)
            levels.append(e[0])
            guesses[i] = c[:, 0]
        levels = np.array(levels)
        filling = (fill_mesh(levels, weights) if fixed_filling is None
                   else np.array(fixed_filling))
        new, kinetic_energy = np.zeros((n_grid,)*3), 0.0
        for f, c, (kinetic, index, place) in zip(filling, guesses, bases):
            if f > 0:
                wave = np.zeros(points)
                wave[place] = c
                wave = np.fft.ifftn(wave.reshape((n_grid,)*3))*points
                new += f*abs(wave)**2/volume
                kinetic_energy += f*np.sum(c**2*kinetic)
        new = cubic_average(new)
        change = np.mean(abs(new-density))*volume
        if change < 1e-5:
            break
        density = density + 0.7*(new-density)
    assert change < 1e-5, "self-consistency not reached"
    if second:
        assert min(second) > max(levels[filling > 0]), "second band occupied"
    n_g = np.fft.fftn(new).real/points
    lattice_energy, far_ion = donor_lattice(length, SIGMA)
    energy = (kinetic_energy + lattice_energy
              + volume*np.sum(0.5*coulomb*n_g**2 + v_ion*n_g)
              - 0.75*EXCHANGE*volume*np.mean(new**(4/3)))
    minimum = far_ion + np.sum(coulomb*n_g*far_sign)
    shift = np.sum(filling*np.maximum(levels-minimum, 0))
    return dict(raw=energy, levels=levels, filling=filling, minimum=minimum,
                shift=shift, corrected=energy-shift)


# Radial solver: known point-charge limit, then the donor used here.
hydrogen = isolated_donor(1e-6, mean_field=False)[0]
assert abs(hydrogen+0.5) < 1e-3
one_electron = isolated_donor(SIGMA, mean_field=False)[0]
ISO_ENERGY, ISO_R, ISO_DENSITY = isolated_donor(SIGMA)
assert ISO_ENERGY < 0

# Supercell series.
sizes_nm = [1.3, 1.95, 2.6, 3.9, 5.2, 7.8, 10.4, 13.0]
series = {s: solve_cell(s/BOHR_NM, SHIFTED) for s in sizes_nm}
centred = {s: solve_cell(s/BOHR_NM, CENTRED) for s in (1.3, 2.6)}
gamma = {s: solve_cell(s/BOHR_NM, GAMMA) for s in (1.3, 2.6)}

# Occupation derivative: total-energy differences against eigenvalues.
base, delta = centred[2.6], 0.02
move = np.array([delta, 0.0, -delta, 0.0])
plus = solve_cell(2.6/BOHR_NM, CENTRED, base['filling']+move)
minus = solve_cell(2.6/BOHR_NM, CENTRED, base['filling']-move)
slope = (plus['raw']-minus['raw'])/(2*delta)
level_difference = base['levels'][0]-base['levels'][2]
assert abs(slope/level_difference-1) < 2e-3

# Complete transfer to the zone centre: two separate self-consistent energies.
small = centred[1.3]
transfer_total = small['raw']-gamma[1.3]['raw']
transfer_levels = np.sum(small['filling']*(small['levels']-small['levels'][0]))
assert abs(transfer_total/transfer_levels-1) < 0.01

# Donor-core size must cancel only after potential alignment.
wide = donor_lattice(1.95/BOHR_NM, SIGMA)
narrow = donor_lattice(1.95/BOHR_NM, 0.20/BOHR_NM)
core_unaligned = (wide[0]-narrow[0])*HARTREE_MEV
core_aligned = (sum(wide)-sum(narrow))*HARTREE_MEV
assert abs(core_unaligned) > 1 and abs(core_aligned) < 0.05

# Uniform-electron limit; tolerance allows for the real density response.
length = 1.3/BOHR_NM
uniform = sum(donor_lattice(length, SIGMA)) + 0.25*EXCHANGE/length
first = series[1.3]
assert abs(first['corrected']-uniform)*HARTREE_MEV < 8

# Mesh dependence and convergence to the independent isolated donor.
raw_spread = abs(first['raw']-small['raw'])
corrected_spread = abs(first['corrected']-small['corrected'])
assert corrected_spread < 0.25*raw_spread
errors = np.array([abs(series[s]['corrected']-ISO_ENERGY) for s in sizes_nm])
assert errors[0] < 0.1*abs(first['raw']-ISO_ENERGY)
# Remaining density overlap and the plane-wave cutoff set this tolerance.
assert errors[-1]*HARTREE_MEV < 2.0
assert errors[-1] < 0.25*max(errors)
assert series[13.0]['shift'] == 0

# Sizes of neglected effects for the smallest cell.
filling_ev = first['shift']*HARTREE_MEV/1e3
kinetic_ev = 0.5*3*(np.pi/(2*length))**2*HARTREE_MEV/1e3
alpha = (1-MASS)**2/GAP_EV
nonparabolic_ev = (np.sqrt(1+4*alpha*kinetic_ev)-1)/(2*alpha)
anisotropy_mev = kinetic_ev*1e3*(1/0.9-1)/3
rs = (3/(4*np.pi))**(1/3)*length
correlation_mev = rs/3*0.44/(rs+7.8)**2*HARTREE_MEV
sea_ev = 0.3*(3*np.pi**2)**(2/3)/length**2*HARTREE_MEV/1e3
raw_error_ev = (first['raw']-ISO_ENERGY)*HARTREE_MEV/1e3
kt_ev = const.k*GROWTH_K/const.e
no_alignment = first['raw']-np.sum(first['filling']*np.maximum(first['levels'], 0))
signed_gamma = gamma[1.3]['raw']-(gamma[1.3]['levels'][0]-gamma[1.3]['minimum'])

print(f"Effective mass {MASS:.2f} m_e; static dielectric constant {EPS:.1f}")
print(f"Donor charge width {WIDTH_NM:.2f} nm")
print(f"Effective Bohr radius {BOHR_NM:.3f} nm")
print(f"Effective Hartree {HARTREE_MEV:.2f} meV")
print(f"Point-charge radial test {hydrogen:.5f} effective Hartree")
print(f"Isolated donor, local exchange {ISO_ENERGY*HARTREE_MEV:.2f} meV")
print(f"Isolated donor, one electron {one_electron*HARTREE_MEV:.2f} meV")
print("Shifted 2x2x2 mesh; all energies in meV:")
print("L(nm)  raw  occupied level  aligned minimum  filling  corrected")
for s in sizes_nm:
    q = series[s]
    values = [q['raw'], q['levels'][0], q['minimum'], q['shift'], q['corrected']]
    print(f"{s:5.2f} " + " ".join(f"{v*HARTREE_MEV:9.2f}" for v in values))
print(f"Final cell minus isolated donor "
      f"{(series[13.0]['corrected']-ISO_ENERGY)*HARTREE_MEV:.2f} meV")
print("Other meshes; raw, filling, corrected in meV:")
for name, group in (("3x3x3", centred), ("Gamma", gamma)):
    for s in (1.3, 2.6):
        q = group[s]
        print(f"{name} {s:.1f} nm " + " ".join(
            f"{q[key]*HARTREE_MEV:.2f}" for key in ('raw', 'shift', 'corrected')))
print("3x3x3, 1.3 nm: electrons in star, level (meV):")
for name, f, e in zip(("000", "100", "110", "111"), small['filling'], small['levels']):
    print(f"  {name}: {f:.5f}, {e*HARTREE_MEV:.2f}")
print(f"3x3x3, 1.3 nm aligned minimum {small['minimum']*HARTREE_MEV:.2f} meV")
print(f"Mesh spread raw {raw_spread*HARTREE_MEV:.2f} meV, "
      f"corrected {corrected_spread*HARTREE_MEV:.2f} meV")
print(f"Occupation slope {slope*HARTREE_MEV:.3f} meV, "
      f"level difference {level_difference*HARTREE_MEV:.3f} meV")
print(f"Transfer: total {transfer_total*HARTREE_MEV:.2f} meV, "
      f"levels {transfer_levels*HARTREE_MEV:.2f} meV")
print(f"Core width 0.30 to 0.20 nm: unaligned {core_unaligned:.3f} meV, "
      f"aligned {core_aligned:.5f} meV")
print(f"Uniform-electron corrected limit, 1.3 nm {uniform*HARTREE_MEV:.2f} meV")
print(f"Uniform coefficient E*L {uniform*length:.4f} effective Hartree Bohr")
print(f"Corrected without alignment, 1.3 nm {no_alignment*HARTREE_MEV:.2f} meV")
print(f"Gamma with signed shift, 1.3 nm {signed_gamma*HARTREE_MEV:.2f} meV")
print(f"Atoms in 1.3 nm cell, rough {ATOMS_PER_NM3*1.3**3:.0f}")
print(f"Donor density, 1.3 nm cell {1e21/1.3**3:.2e} cm^-3")
print(f"Filling term {filling_ev:.3f} eV; free kinetic term {kinetic_ev:.3f} eV")
print(f"Dense-mesh free kinetic term {sea_ev:.3f} eV")
print(f"Nonparabolic kinetic estimate {nonparabolic_ev:.3f} eV (gap {GAP_EV:.1f} eV)")
print(f"10% lighter mass on one axis changes filling {anisotropy_mev:.1f} meV")
print(f"Uniform limit, electronic screening {EPS_ELECTRONIC:.1f}: "
      f"{uniform*HARTREE_MEV*EPS/EPS_ELECTRONIC:.1f} meV")
print(f"Wigner correlation left after correction {-abs(correlation_mev) if correlation_mev < 0 else correlation_mev:.2f} meV")
print(f"Self-interaction and exchange error {(ISO_ENERGY-one_electron)*HARTREE_MEV:.2f} meV")
print(f"Thermal energy at {ROOM_K:.0f} K {const.k*ROOM_K/const.e*1e3:.2f} meV")
print(f"Raw energy error, 1.3 nm {raw_error_ev:.3f} eV")
print(f"Concentration error at {GROWTH_K:.0f} K "
      f"{raw_error_ev/(kt_ev*np.log(10)):.2f} decades")
print("all tests passed")
```

Output:

```
Effective mass 0.28 m_e; static dielectric constant 8.5
Donor charge width 0.30 nm
Effective Bohr radius 1.606 nm
Effective Hartree 105.46 meV
Point-charge radial test -0.49992 effective Hartree
Isolated donor, local exchange -39.57 meV
Isolated donor, one electron -48.70 meV
Shifted 2x2x2 mesh; all energies in meV:
L(nm)  raw  occupied level  aligned minimum  filling  corrected
 1.30    357.07    467.13     58.31    408.82    -51.75
 1.95     88.44    177.45     51.93    125.52    -37.08
 2.60     10.63     81.72     40.87     40.85    -30.22
 3.90    -31.16     18.56     26.02      0.00    -31.16
 5.20    -39.30     -0.98     17.39      0.00    -39.30
 7.80    -40.46    -12.84      8.11      0.00    -40.46
10.40    -39.80    -16.07      3.85      0.00    -39.80
13.00    -39.52    -17.24      1.98      0.00    -39.52
Final cell minus isolated donor 0.05 meV
Other meshes; raw, filling, corrected in meV:
3x3x3 1.3 nm 258.13 323.83 -65.70
3x3x3 2.6 nm -14.18 32.84 -47.02
Gamma 1.3 nm -238.78 0.00 -238.78
Gamma 2.6 nm -137.55 0.00 -137.55
3x3x3, 1.3 nm: electrons in star, level (meV):
  000: 0.07407, -128.72
  100: 0.44444, 224.35
  110: 0.48148, 577.42
  111: 0.00000, 930.48
3x3x3, 1.3 nm aligned minimum 58.21 meV
Mesh spread raw 98.94 meV, corrected 13.95 meV
Occupation slope -175.292 meV, level difference -175.292 meV
Transfer: total 496.91 meV, levels 496.91 meV
Core width 0.30 to 0.20 nm: unaligned 7.176 meV, aligned -0.00111 meV
Uniform-electron corrected limit, 1.3 nm -48.94 meV
Uniform coefficient E*L -0.3755 effective Hartree Bohr
Corrected without alignment, 1.3 nm -110.06 meV
Gamma with signed shift, 1.3 nm -51.02 meV
Atoms in 1.3 nm cell, rough 185
Donor density, 1.3 nm cell 4.55e+20 cm^-3
Filling term 0.409 eV; free kinetic term 0.596 eV
Dense-mesh free kinetic term 0.462 eV
Nonparabolic kinetic estimate 0.550 eV (gap 3.4 eV)
10% lighter mass on one axis changes filling 22.1 meV
Uniform limit, electronic screening 3.7: -112.4 meV
Wigner correlation left after correction 0.11 meV
Self-interaction and exchange error 9.13 meV
Thermal energy at 300 K 25.85 meV
Raw energy error, 1.3 nm 0.397 eV
Concentration error at 900 K 2.22 decades
all tests passed
```
